\section*{Effective thermionic barrier of an oxide with two conduction offsets}

\section*{The question}

An oxide film on silicon is made of two kinds of column. Each kind runs through the whole film and covers half the area. The oxide conduction band lies above the silicon conduction-band edge by $\phi_1=1.3$ eV in one kind and by $\phi_2=1.7$ eV in the other. The columns differ in electron affinity, but not in electrostatic potential, so the same field acts in both. A positive gate draws electrons from the silicon into the film.

Take a temperature $T=300$ K, for which $k_BT=0.025852$ eV. The film is $d=20$ nm thick and carries a field $F=0.2$ MV/cm, or $eF=0.02$ eV/nm. Its static and optical relative permittivities are 20 and 4, and its tunnelling mass is $0.15\,m_0$, where $m_0$ is the free-electron mass. Energies are measured from the silicon band edge, $e>0$ is the elementary charge, and $J$ is the magnitude of the current density. In parts (a) to (d), image forces and tunnelling are left out.

\section*{Part (a): one kind of column}

\textbf{Question.} Derive the thermionic current density over a uniform barrier $\phi\gg k_BT$. Put the Fermi level at the silicon band edge and use an isotropic emitter mass $m$.

\textbf{Answer.} The field slopes the oxide band downwards away from the silicon, so the barrier top is at the interface. Assume that an electron crosses if its energy of motion normal to the interface, $E_z=\hbar^2k_z^2/2m$, exceeds $\phi$, and is otherwise reflected. With two spin states, the flux is
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int_{E_z>\phi}dk_z\,\frac{\hbar k_z}{m}
\int d^2k_\parallel\, f(E),\qquad k_z>0 .
\end{equation}
Every contributing state has $E\geq\phi\gg k_BT$, so the Fermi function reduces to $f\simeq e^{-E/k_BT}$. The two remaining integrals are
\begin{align}
\int d^2k_\parallel\,e^{-\hbar^2k_\parallel^2/2mk_BT}
&=\frac{2\pi mk_BT}{\hbar^2},\\
\int_{E_z>\phi}dk_z\,\frac{\hbar k_z}{m}e^{-E_z/k_BT}
&=\frac1\hbar\int_\phi^\infty dE_z\,e^{-E_z/k_BT}
=\frac{k_BT}{\hbar}e^{-\phi/k_BT}.
\end{align}
The second line uses $dE_z=(\hbar^2k_z/m)\,dk_z$. Multiplying the factors and setting $\hbar=h/2\pi$ gives
\begin{equation}
J=\frac{em(k_BT)^2}{2\pi^2\hbar^3}e^{-\phi/k_BT}
=AT^2e^{-\phi/k_BT},\qquad
A=\frac{4\pi emk_B^2}{h^3}. \label{rich}
\end{equation}
If the Fermi level lies at $\mu$ instead of at the band edge, the Boltzmann factor gains $e^{\mu/k_BT}$. This multiplies the current of both kinds of column equally, provided $\phi-\mu\gg k_BT$ still holds.

For an absolute scale, take $m=m_0$, which gives $A=120.17$ A/(cm$^2$ K$^2$). Equation (\ref{rich}) then gives $J_1=1.57\times10^{-15}$ and $J_2=2.99\times10^{-22}$ A/cm$^2$, each per unit area of its own columns. The crossing rule ignores the change of mass at the interface. If momentum parallel to the interface were conserved, with the oxide mass of $0.15\,m_0$, both currents would be smaller by a factor of 0.15.

\section*{Part (b): the mixed film}

\textbf{Question.} Define the effective barrier $\phi_{\rm eff}$ as that of a uniform film with the same area, temperature, Fermi level and $A$ that carries the same current. Find it, and compare it with the arithmetic mean of the offsets.

\textbf{Answer.} The columns conduct side by side. Take them to be much wider than the thermal wavelength of an electron in the oxide, $h/\sqrt{2\pi m_{\rm ox}k_BT}\simeq11$ nm for $m_{\rm ox}=0.15\,m_0$. Sideways confinement, which would raise the barrier of narrow low columns, can then be ignored. With lateral exchange neglected, the currents add in proportion to area:
\begin{equation}
\bar J=\tfrac12(J_1+J_2)
=\frac{AT^2}{2}\left(e^{-\phi_1/k_BT}+e^{-\phi_2/k_BT}\right).
\end{equation}
Setting this equal to $AT^2e^{-\phi_{\rm eff}/k_BT}$ and taking the logarithm gives
\begin{equation}
\phi_{\rm eff}=-k_BT\ln\left[
\frac{e^{-\phi_1/k_BT}+e^{-\phi_2/k_BT}}2\right]. \label{eff}
\end{equation}
Let $\Delta=\phi_2-\phi_1=0.4$ eV. Taking $e^{-\phi_1/k_BT}$ out of the bracket leaves
\begin{equation}
\phi_{\rm eff}=\phi_1+k_BT\ln2
-k_BT\ln\left(1+e^{-\Delta/k_BT}\right). \label{lowform}
\end{equation}
Here $e^{-\Delta/k_BT}=1.9\times10^{-7}$, so the last term is about $5\times10^{-9}$ eV and can be dropped. The result is
\begin{equation}
\phi_{\rm eff}=1.3+0.025852\ln2
=1.3+0.0179=1.318\ \text{eV},
\end{equation}
or 1.32 eV to two decimals ($2.11\times10^{-19}$ J). The averaged current is $7.83\times10^{-16}$ A/cm$^2$, half of $J_1$.

To compare with the mean $\bar\phi=1.5$ eV, write $\phi_{1,2}=\bar\phi\mp\Delta/2$. The two exponentials then combine into a hyperbolic cosine:
\begin{equation}
\phi_{\rm eff}=\bar\phi-k_BT\ln\cosh\frac{\Delta}{2k_BT}. \label{cosh}
\end{equation}
Since $\cosh x\geq1$, the effective barrier cannot exceed the mean. A uniform 1.5 eV film would carry less current than the mixed film by the factor $\cosh(\Delta/2k_BT)=1145$. The mean fails because current depends exponentially on the barrier: lowering half the area by 0.2 eV gains far more than raising the other half loses.

\section*{Part (c): limits and unequal areas}

\textbf{Question.} When is the mean a good approximation? How does $\phi_{\rm eff}$ change at 400 K with the offsets held fixed? What area fraction of 1.3 eV columns would make the effective barrier 1.5 eV at 300 K?

\textbf{Answer.} Let $x=\Delta/2k_BT$. For small $x$, $\ln\cosh x=x^2/2-x^4/12+\cdots$, and (\ref{cosh}) becomes
\begin{equation}
\phi_{\rm eff}=\bar\phi-\frac{\Delta^2}{8k_BT}
+\frac{\Delta^4}{192(k_BT)^3}+\cdots .
\end{equation}
The mean is therefore adequate when $\Delta^2/8k_BT$ is smaller than the accuracy required. For offsets of 1.49 and 1.51 eV, the first two terms give 1.49807 eV. Numerical integration of the flux in part (a), averaged over the two kinds of column, gives 1.49811 eV. The difference of about $5\times10^{-5}$ eV is the size of the quartic term.

The present film is in the opposite regime, $\Delta\gg k_BT$, where $\phi_{\rm eff}\simeq\phi_1+k_BT\ln2$. At 400 K the second term is 0.0239 eV, and the effective barrier rises to 1.324 eV. Neither offset has moved; the energy equivalent of a factor of two in current is larger at the higher temperature.

If the low columns cover a fraction $a$ of the area, the averaged exponential is $ae^{-\phi_1/k_BT}+(1-a)e^{-\phi_2/k_BT}$. Requiring it to equal $e^{-\bar\phi/k_BT}$, and dividing by that factor, gives
\begin{equation}
ae^x+(1-a)e^{-x}=1,\qquad
a=\frac{1-e^{-x}}{e^x-e^{-x}}\simeq e^{-x}.
\end{equation}
For large $x$, $\cosh x\simeq e^x/2$, so $a\simeq1/(2\times1145)=4.4\times10^{-4}$. Low columns on about 0.04\% of the area would suffice, provided each is wide enough for sideways confinement to be ignored. Columns only a few nanometres across would need a much larger share.

\section*{Part (d): the Arrhenius plot}

\textbf{Question.} What activation energy does a plot of $\ln(\bar J/T^2)$ against $1/k_BT$ give near 300 K? Reconcile it with part (b).

\textbf{Answer.} Let $\beta=1/k_BT$, and hold $A$ and the offsets fixed. Then
\begin{equation}
\ln\frac{\bar J}{T^2}=\ln\frac A2+
\ln\left(e^{-\beta\phi_1}+e^{-\beta\phi_2}\right).
\end{equation}
Minus the slope is the activation energy,
\begin{equation}
E_a=-\frac{d}{d\beta}\ln\frac{\bar J}{T^2}
=w_1\phi_1+w_2\phi_2,\qquad
w_i=\frac{e^{-\beta\phi_i}}{e^{-\beta\phi_1}+e^{-\beta\phi_2}} .
\end{equation}
The weights are shares of current, not of area. Since $w_2=1.9\times10^{-7}$, $E_a=1.300$ eV.

To connect the two energies, use (\ref{eff}) to write the denominator of $w_i$ as $2e^{-\beta\phi_{\rm eff}}$. It follows that $\ln(2w_i)=\beta(\phi_{\rm eff}-\phi_i)$. Multiplying by $w_i/\beta$, summing, and using $w_1+w_2=1$ gives
\begin{equation}
\phi_{\rm eff}=E_a+k_BT\sum_i w_i\ln(2w_i).
\end{equation}
With $w_1\simeq1$ and $w_2\simeq0$, the sum is $\ln2$. The Arrhenius line therefore has the slope of the low barrier and a prefactor $A/2$. The effective barrier is defined with the full $A$, so it must express the missing half of the emitting area as an additional 0.018 eV. The values 1.300 and 1.318 eV describe the same current under two conventions.

\section*{Part (e): field lowering, tunnelling and Fermi level}

\textbf{Question.} Estimate how image forces, tunnelling and electron accumulation in the silicon alter the barrier. Do they remove the difference between the mixed film and a film made entirely of low columns?

\textbf{Answer.} \emph{Image force.} Treat the emitter as a metal and ignore the image in the gate. With $\epsilon=4\epsilon_0$, an electron at distance $z$ from the interface has potential energy
\begin{equation}
U(z)=\phi-eFz-\frac{e^2}{16\pi\epsilon z}.
\end{equation}
Its derivative vanishes at $z_m=\sqrt{e/(16\pi\epsilon F)}$. There the last two terms have equal size, so the top is lowered by
\begin{equation}
\delta\phi=2eFz_m=e\sqrt{\frac{eF}{4\pi\epsilon}}=0.085\ \text{eV}.
\end{equation}
The maximum lies at $z_m=0.085/(2\times0.02)=2.1$ nm, inside the film. Silicon, with permittivity 11.7, screens less completely than a metal. With the optical permittivity used here, its image strength is $(11.7-4)/(11.7+4)=0.49$ of the metal's, and the lowering is 0.059 eV. With the static oxide permittivity of 20 the silicon image would be repulsive, so 0.085 eV is an upper estimate. At equal field and permittivity, the lowering is common to both kinds of column.

\emph{Tunnelling.} Now omit the image force and consider the tilted barrier alone. In this estimate $E$ denotes the energy of motion normal to the interface, written $E_z$ in part (a). The WKB transmission below the top is $e^{-S}$, with
\begin{align}
S(E)&=\frac2\hbar\int dz\,
\sqrt{2m_{\rm ox}(\phi-E-eFz)}\nonumber\\
&=\frac{4\sqrt{2m_{\rm ox}}}{3\hbar eF}
\left[(\phi-E)^{3/2}-\max(\phi-E-eFd,0)^{3/2}\right].
\end{align}
The integral runs over the forbidden part of the film; above the top, set $S=0$. Keeping the full Fermi function in the parallel integral of part (a) replaces $e^{-E/k_BT}$ by $\ln(1+e^{-E/k_BT})$. The inferred barrier is then
\begin{equation}
\phi_{\rm tun}=-k_BT\ln\left[\frac1{k_BT}\int_0^\infty dE\,
e^{-S(E)}\ln\left(1+e^{-E/k_BT}\right)\right].
\end{equation}
Numerical integration gives 1.250 eV for the low columns and 1.650 eV for the high ones. Averaging their currents gives 1.268 eV for the mixed film.

Both barriers fall by 0.050 eV. The reason is that $S$ depends on $\phi$ and $E$ through $\phi-E$ alone. If the important energies lie well above the band edge, the supply is Boltzmann-like, and substituting $\varepsilon=\phi-E$ extracts $e^{-\phi/k_BT}$ from the integral. What remains is the same enhancement for both columns, here $e^{0.050/0.0259}\simeq7$. In this estimate, about six sevenths of the current passes below the barrier top. Even at this modest field, purely thermionic emission is a poor description of the absolute current. WKB is itself rough near the sharp top: the exact transmission through the tilted barrier, including reflection at the mass step, gives a lowering between 0.039 and 0.056 eV for emitter masses from $0.15\,m_0$ to $m_0$, with about nine tenths of the current below the top.

\emph{Accumulation.} Continuity of displacement gives a silicon surface field $F_s=20F/11.7$, where 11.7 is the silicon permittivity. The sheet density is $n=20\epsilon_0F/e=2.2\times10^{12}$ cm$^{-2}$. Extending $F_s$ as a uniform field into the silicon gives a triangular well, whose lowest level for a normal mass $0.92\,m_0$ is
\begin{equation}
E_0=2.338\left(\frac{\hbar^2}{2\times0.92\,m_0}\right)^{1/3}
(eF_s)^{2/3}=0.085\ \text{eV}.
\end{equation}
The number 2.338 is the magnitude of the first zero of the Airy function. Suppose that all electrons occupy this subband, with two valleys and in-plane mass $0.19\,m_0$. Its density of states is $g=2(0.19\,m_0)/(\pi\hbar^2)$, so
\begin{equation}
n=gk_BT\ln\left[1+e^{(\mu-E_0)/k_BT}\right],\quad
\mu=E_0+k_BT\ln\left(e^{n/gk_BT}-1\right).
\end{equation}
This gives $\mu\simeq0.08$ eV. This is an overestimate, for two reasons: at 300 K many electrons occupy higher subbands, and the accumulated electrons screen the field. A self-consistent treatment of undoped silicon with all subbands gives roughly 0.035 eV. Used in the law of part (a), $\mu$ lowers the inferred barrier by its own value, so the shift is a few hundredths of an eV and is the same in both kinds of column.

These shifts should not simply be added, because the image force also changes the barrier through which electrons tunnel. Each is larger than $k_BT\ln2=0.018$ eV. A common multiplier of $J_1$ and $J_2$, however, cancels from the ratio of the mixed-film current to the all-low-film current. That ratio stays at one half, and the difference in inferred barrier stays at 0.018 eV. The value 1.318 eV thus belongs to the ideal barrier model, while the 0.018 eV difference survives these common corrections.

\section*{Part (f): offsets caused by interface dipoles}

\textbf{Question.} Suppose instead that the oxide is uniform and the offset difference comes from an interface dipole, arranged in alternating stripes of width $w$. How does stripe width affect the result?

\textbf{Answer.} The dipole changes the electrostatic potential, which spreads sideways into the oxide. Treat the silicon surface as an equipotential, an idealisation that is least secure for narrow stripes. Let a low stripe occupy $0<x<w$, and write $U=\bar\phi-eFz-s(x,z)$. At the interface, $s=+\Delta/2$ on low stripes and $-\Delta/2$ on high ones; at the flat gate, $s=0$. Expanding this square wave in sines and solving Laplace's equation for each term gives
\begin{equation}
s=\sum_{n\ {\rm odd}}\frac{2\Delta}{n\pi}
\sin\frac{n\pi x}{w}\,
\frac{\sinh[n\pi(d-z)/w]}{\sinh(n\pi d/w)}.
\end{equation}

For $w\gg d$, away from stripe edges, $s=(\Delta/2)(1-z/d)$ on a low stripe. The downward slope of its band is $eF-\Delta/2d=0.02-0.01=0.01$ eV/nm. It is positive, so the top remains at the interface. A mean oxide drop $eFd$ below $\Delta/2$ would reverse this slope.

For $w\ll d$, the ratio of hyperbolic sines becomes $e^{-n\pi z/w}$. On the centre line of a low stripe the sine alternates in sign. With $q=e^{-\pi z/w}$,
\begin{equation}
\frac{\partial U}{\partial z}
=-eF+\frac{2\Delta}{w}(q-q^3+q^5-\cdots)
=-eF+\frac{2\Delta}{w}\frac{q}{1+q^2}.
\end{equation}
As $z\to0$, $q\to1$ and the slope tends to $-eF+\Delta/w$. If $w<\Delta/eF=20$ nm, the band first rises inside the oxide, even at the stripe centre. The neighbouring high stripes then pinch off the low path. For stripes near 20 nm wide this threshold is a guide, since $w\ll d$ no longer holds.

To estimate the current, take the highest value of $U$ along each straight path normal to the interface, then average $e^{-U_{\max}/k_BT}$ over $x$. Numerical evaluation gives:
\begin{center}
\begin{tabular}{cc}
Stripe width (nm) & Effective barrier (eV)\\
1000 & 1.318\\
200 & 1.319\\
50 & 1.323\\
10 & 1.385
\end{tabular}
\end{center}
Wide stripes recover part (b). Their edges cause a small rise: $s=0$ on a boundary, so nearby paths in the low stripe must pass close to $\bar\phi$. At 10 nm, pinch-off affects the centre as well. This estimate is classical and omits sideways confinement. For a square well 0.4 eV deep and mass $0.15\,m_0$, confinement would add roughly 0.002 eV at 50 nm, which is not small beside the tabulated rise, and roughly 0.013 eV at 10 nm. Equal areas alone therefore do not fix the barrier when the offsets arise from dipoles; patch size, field and film thickness also matter.

\section*{Part (g): comparison with a real gate stack}

\textbf{Question.} Can 1.318 eV be used directly to interpret leakage through hafnium dioxide on silicon?

\textbf{Answer.} Not without first establishing the transport mechanism. The offsets bracket a rough value of 1.5 eV for this interface. The 20 nm film resembles a thick test capacitor; transistor gate films are only a few nanometres thick, and their operating fields are of order MV/cm, well above 0.2 MV/cm. Thinner films and higher fields favour tunnelling, which already lowers the inferred barrier by about 0.05 eV here. The ideal current of $7.8\times10^{-16}$ A/cm$^2$ is only about 4900 electrons per second through 1 cm$^2$, so even weak conduction through traps could exceed it. Trap conduction and scattering in the oxide are not included, and their effect cannot be sized without trap and transport data. Real stacks also usually contain a thin silicon dioxide layer next to the silicon, whose barrier of about 3.1 eV electrons must tunnel through first. For a layer 1 nm thick with a tunnelling mass of $0.5\,m_0$, the WKB transmission costs about 0.25 eV for the low columns. At the same oxide field, the layer (permittivity 3.9) also drops about 0.10 V, which lowers the barrier behind it, so the net rise in the inferred barrier is about 0.15 eV.

The prefactor also matters. If the true Richardson constant is $rA$ but $A$ is used in the analysis, the inferred barrier changes by $-k_BT\ln r$. An error of a factor of two shifts it by 0.018 eV at 300 K, as much as the loss of half the emitting area. A single current therefore cannot separate a patchy film from a uniform one with a different prefactor.

Numbers in the example were calculated in double precision.
